# Adiabatic Electron-Transfer Barrier at a Metal Electrode in the Wide-Band Limit: a program that tests the result

```python
"""
Adiabatic electron transfer at a metal electrode: spinless level, wide band.

Result under test: with the electrode at equilibrium the curve is, relative to x=0,
    x^2/(4 lam) - (x/pi) atan(x/width) + (width/2 pi) ln(1 + x^2/width^2),
and its barrier falls from lam/4 to zero as width grows from 0 to 2 lam/pi.

Symbols (energies in eV, Fermi level = 0):
  lam    reorganisation energy       width  half-width at half-maximum of the level
  q      solvent coordinate          x      level energy, x = lam (1 - 2 q)
  kT     thermal energy              half_band  half-width D of a finite band
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, loggamma, wofz, expit

lam, width, temperature = 1.0, 0.10, 298.15
half_band = 5.0
slow_quantum, fast_quantum = 0.01, 0.06
kT = const.k * temperature / const.e
critical = 2 * lam / np.pi


# ---------- derived formulas ----------
def curve(x, w):
    return (x**2 / (4 * lam) - x / np.pi * np.arctan(x / w)
            + w / (2 * np.pi) * np.log1p((x / w)**2))


def well(w):
    return brentq(lambda x: x / (2 * lam) - np.arctan(x / w) / np.pi,
                  1e-6 * lam, lam, xtol=1e-14)


def barrier(w):
    x = well(w)
    return x**2 / (4 * lam) - w / (2 * np.pi) * np.log1p((x / w)**2)


def occupation(x, w):
    return 0.5 - np.arctan(x / w) / np.pi


# ---------- explicit band: diagonalise level plus discrete metal states ----------
# An odd number of metal states keeps every eigenvalue away from the Fermi level
# at x = 0; a state exactly there would put an artificial cusp in the energy.
def explicit_energy(x, w, band=2000.0, count=601, scale=0.002):
    top = np.arcsinh(band / scale)
    edges = scale * np.sinh(np.linspace(-top, top, count + 1))
    levels = 0.5 * (edges[1:] + edges[:-1])
    coupling = np.sqrt(w * np.diff(edges) / np.pi)
    matrix = np.diag(np.append(levels, x))
    matrix[-1, :-1] = coupling
    matrix[:-1, -1] = coupling
    values = np.linalg.eigvalsh(matrix)
    electronic = values[values < 0].sum() - levels[levels < 0].sum()
    q = (1 - x / lam) / 2
    return lam * q**2 + electronic


worst_curve = worst_barrier = 0.0
for w in (0.05, 0.10, 0.30):
    top_energy = explicit_energy(0.0, w)
    for x in (-0.9, -0.3, 0.4, 1.1):
        error = explicit_energy(x, w) - top_energy - curve(x, w)
        worst_curve = max(worst_curve, abs(error))
    found = minimize_scalar(lambda x: explicit_energy(x, w), bounds=(0.2, 1.1),
                            method="bounded", options={"xatol": 1e-5})
    worst_barrier = max(worst_barrier, abs(top_energy - found.fun - barrier(w)))
    filled = quad(lambda e: w / np.pi / ((e - found.x)**2 + w**2), -np.inf, 0)[0]
    assert abs((1 - found.x / lam) / 2 - filled) < 2e-3      # q equals occupation
    assert abs(filled - occupation(found.x, w)) < 1e-7
# tolerance: finite level spacing and finite band of the explicit metal
assert worst_curve < 2e-4 and worst_barrier < 2e-4

# two wells just below the critical width, one well just above it
assert explicit_energy(0.25, 0.60) < explicit_energy(0.0, 0.60)
above = [explicit_energy(x, 0.67) for x in (0.0, 0.1, 0.25, 0.5, 0.9)]
assert np.all(np.diff(above) > 0)

# curvature at the barrier top
step = 0.01
curvature = (2 * explicit_energy(step, width) - 2 * explicit_energy(0, width)) / step**2
# the even curve is relative to x = 0, so one forward step gives the second derivative
assert abs(curvature / (1 / (2 * lam) - 1 / (np.pi * width)) - 1) < 0.015

# slope of the barrier with width, and the parametric form
for w in (0.01, 0.1, 0.3, 0.55):
    h = 1e-4 * w
    slope = (barrier(w + h) - barrier(w - h)) / (2 * h)
    assert abs(slope + np.log1p((well(w) / w)**2) / (2 * np.pi)) < 1e-5
    assert 0 < barrier(w) < lam / 4
for theta in (0.3, 0.9, 1.4):
    w = 2 * lam / np.pi * theta / np.tan(theta)
    value = lam / np.pi**2 * (theta**2 + 2 * theta / np.tan(theta) * np.log(np.cos(theta)))
    assert abs(value - barrier(w)) < 1e-10


# limits of small and nearly critical width
def small_width(w):
    return lam / 4 - w / np.pi * (np.log(lam / w) + 1)


assert abs(barrier(1e-3) - small_width(1e-3)) < 1e-6
assert abs(barrier(0.99 * critical) / (3 * lam / (2 * np.pi**2) * 0.01**2) - 1) < 0.01


# ---------- warm electrons ----------
def warm_curve(x, w, t):
    return x**2 / (4 * lam) + 2 * t * loggamma(0.5 + (w + 1j * x) / (2 * np.pi * t)).real


def warm_barrier(w, t):
    low = minimize_scalar(lambda x: warm_curve(x, w, t), bounds=(0, 1.2 * lam),
                          method="bounded", options={"xatol": 1e-8})
    return warm_curve(0.0, w, t) - low.fun


for x in (-0.2, 0.05, 0.4):
    direct = quad(lambda e: expit(-e / kT) * width / np.pi / ((e - x)**2 + width**2),
                  -400, 40, points=[-1, 0, x, 1], limit=400)[0]
    direct += (np.pi / 2 - np.arctan((400 + x) / width)) / np.pi   # tail below -400 eV
    formula = 0.5 - digamma(0.5 + (width + 1j * x) / (2 * np.pi * kT)).imag / np.pi
    assert abs(direct - formula) < 1e-6
    d = 1e-4
    force = (warm_curve(x + d, width, kT) - warm_curve(x - d, width, kT)) / (2 * d)
    assert abs(force - (x / (2 * lam) - 0.5 + direct)) < 1e-5
assert abs(warm_barrier(1e-6, kT) - (lam / 4 - kT * np.log(2))) < 1e-4
warm_series = [warm_barrier(w, kT) for w in (1e-4, 0.01, 0.05, 0.1, 0.2, 0.4)]
assert np.all(np.diff(warm_series) < 0)


# ---------- finite symmetric band ----------
def band_curve(x, w, band):
    def integrand(f):
        s = 2 * w / np.pi * np.arctan2(band, f)
        return np.log1p((x / (f + s))**2)
    total = quad(integrand, 0, 1)[0] + quad(integrand, 1, np.inf)[0]
    return x**2 / (4 * lam) - total / (2 * np.pi)


for x in (0.4, 0.9):
    direct = explicit_energy(x, width, half_band) - explicit_energy(0, width, half_band)
    assert abs(direct - band_curve(x, width, half_band)) < 2e-4
band_barrier = -minimize_scalar(lambda x: band_curve(x, width, half_band),
                                bounds=(0.2, 1.1), method="bounded").fun

# ---------- lag of the occupation when the level moves at finite speed ----------
# units width = hbar = 1; amplitude of the level driven by a metal state at offset u;
# the formula is first order in speed, so the test speed is small
speed_test = 0.004
for x in (0.0, 0.7):
    u = np.linspace(-60, -x, 60001)
    a, b = 1 - 1j * u, -0.5j * speed_test
    amplitude = 0.5 * np.sqrt(np.pi / b) * wofz(1j * a / (2 * np.sqrt(b)))
    lag = trapezoid(np.abs(amplitude)**2 - 1 / (1 + u**2), u) / np.pi
    assert abs(lag / (speed_test / (np.pi * (1 + x**2)**2)) - 1) < 0.02
loss_integral = quad(lambda x: 1 / (np.pi * (1 + x**2)**2), -np.inf, np.inf)[0]
assert abs(loss_integral - 0.5) < 1e-8


def sweep(quantum):
    """hbar times thermal level speed, in eV^2, for one classical solvent mode"""
    return quantum * np.sqrt(2 * lam * kT)


# ---------- solvent tunnelling through the barrier top ----------
top_ratio = np.sqrt(2 * lam / (np.pi * width) - 1)
y_slow, y_fast = (top_ratio * quantum / kT for quantum in (slow_quantum, fast_quantum))
tunnel_factor = (y_slow / 2) / np.sin(y_slow / 2)
direct = quad(lambda e: np.exp(-e) * expit(2 * np.pi * e / y_slow), -20, 60,
              points=[-1, 0, 1, 5], limit=300)[0]
assert abs(direct - tunnel_factor) < 1e-6

# ---------- spin: number of hopping channels with strong repulsion ----------
modes = 10                       # level up, level down, then four metal states per spin
sign, lower, one = (sparse.csr_matrix(m) for m in
                    (np.diag([1.0, -1.0]), np.array([[0, 1.0], [0, 0]]), np.eye(2)))
destroy = []
for j in range(modes):
    operator = sparse.csr_matrix([[1.0]])
    for k in range(modes):
        factor = sign if k < j else (lower if k == j else one)
        operator = sparse.kron(operator, factor, format="csr")
    destroy.append(operator)
number = [c.T @ c for c in destroy]
metal, hop, repulsion = (-1.5, -0.5, 0.5, 1.5), 0.01, 1e4


def many_body_ground(x):
    h = x * (number[0] + number[1]) + repulsion * (number[0] @ number[1])
    for k, energy in enumerate(metal):
        for spin in (0, 1):
            j = 2 + 2 * k + spin
            mix = destroy[j].T @ destroy[spin]
            h = h + energy * number[j] + hop * (mix + mix.T)
    return np.linalg.eigvalsh(h.toarray())[0]


sea = 2 * sum(e for e in metal if e < 0)
shift_empty = many_body_ground(1.0) - sea
shift_filled = many_body_ground(-1.0) - (sea - 1.0)
channel_ratio = shift_empty / shift_filled
assert abs(channel_ratio - 2) < 0.01
spin_estimate = width / (2 * np.pi) * np.log(lam / width)

# ---------- worked example ----------
x_well, height = well(width), barrier(width)
to_kj = const.e * const.N_A / 1000
half_width_for_half = brentq(lambda w: barrier(w) - lam / 8, 0.01, 0.5)
print(f"reorganisation energy lam          {lam:.2f} eV")
print(f"level half-width                   {width:.2f} eV")
print(f"temperature                        {temperature:.2f} K")
print(f"thermal energy kT                  {kT:.5f} eV")
print(f"critical half-width 2 lam/pi       {critical:.4f} eV")
print(f"level energy in the wells      +/- {x_well:.4f} eV")
print(f"occupation, emptier well           {occupation(x_well, width):.4f}")
print(f"occupation, fuller well            {occupation(-x_well, width):.4f}")
print(f"first barrier term x^2/(4 lam)     {x_well**2 / (4 * lam):.4f} eV")
print(f"second barrier term (subtracted)   {x_well**2 / (4 * lam) - height:.4f} eV")
print(f"barrier                            {height:.4f} eV")
print(f"barrier                            {height * to_kj:.2f} kJ/mol")
print(f"lam/4                              {lam / 4:.4f} eV")
print(f"lam/4                              {lam / 4 * to_kj:.2f} kJ/mol")
print(f"lowering below lam/4               {lam / 4 - height:.4f} eV")
print(f"Boltzmann gain over lam/4          {np.exp((lam / 4 - height) / kT):.1f}")
print(f"small-width formula for barrier    {small_width(width):.4f} eV")
print(f"barrier slope with half-width      {-np.log1p((x_well / width)**2) / (2 * np.pi):.4f}")
print(f"half-width that halves the barrier {half_width_for_half:.4f} eV")
print("half-width eV | well level eV | occupation | barrier eV | barrier/(lam/4)")
for w in (0.001, 0.01, 0.05, 0.10, 0.20, 0.40, 0.60):
    print(f"{w:.3f} | {well(w):.4f} | {occupation(well(w), w):.4f} | "
          f"{barrier(w):.5f} | {4 * barrier(w) / lam:.4f}")
print(f"explicit band, worst curve error   {worst_curve:.1e} eV")
print(f"explicit band, worst barrier error {worst_barrier:.1e} eV")
print(f"barrier with warm electrons        {warm_barrier(width, kT):.4f} eV")
print(f"warm zero-width limit, lam/4-kTln2 {lam / 4 - kT * np.log(2):.4f} eV")
print(f"finite band half-width D           {half_band:.1f} eV")
print(f"barrier with finite band           {band_barrier:.4f} eV")
for name, quantum in (("slow", slow_quantum), ("fast", fast_quantum)):
    print(f"{name} solvent quantum               {quantum:.3f} eV")
    print(f"  hbar*speed/width^2               {sweep(quantum) / width**2:.3f}")
    print(f"  energy lost per crossing         {sweep(quantum) / (2 * width):.4f} eV")
print(f"barrier/solvent frequency ratio    {top_ratio:.3f}")
print(f"barrier quantum/kT, slow           {y_slow:.3f}")
print(f"barrier quantum/kT, fast           {y_fast:.3f}")
print(f"tunnelling factor, slow            {tunnel_factor:.3f}")
print(f"spin channel ratio, empty/filled   {channel_ratio:.4f}")
print(f"extra lowering by spin, estimate   {spin_estimate:.3f} eV")
print("all good")
```

Printed output:

```
reorganisation energy lam          1.00 eV
level half-width                   0.10 eV
temperature                        298.15 K
thermal energy kT                  0.02569 eV
critical half-width 2 lam/pi       0.6366 eV
level energy in the wells      +/- 0.9319 eV
occupation, emptier well           0.0340
occupation, fuller well            0.9660
first barrier term x^2/(4 lam)     0.2171 eV
second barrier term (subtracted)   0.0712 eV
barrier                            0.1459 eV
barrier                            14.08 kJ/mol
lam/4                              0.2500 eV
lam/4                              24.12 kJ/mol
lowering below lam/4               0.1041 eV
Boltzmann gain over lam/4          57.5
small-width formula for barrier    0.1449 eV
barrier slope with half-width      -0.7123
half-width that halves the barrier 0.1315 eV
half-width eV | well level eV | occupation | barrier eV | barrier/(lam/4)
0.001 | 0.9994 | 0.0003 | 0.24748 | 0.9899
0.010 | 0.9936 | 0.0032 | 0.23217 | 0.9287
0.050 | 0.9671 | 0.0164 | 0.18666 | 0.7466
0.100 | 0.9319 | 0.0340 | 0.14590 | 0.5836
0.200 | 0.8535 | 0.0733 | 0.08802 | 0.3521
0.400 | 0.6479 | 0.1761 | 0.02298 | 0.0919
0.600 | 0.2629 | 0.3685 | 0.00051 | 0.0020
explicit band, worst curve error   4.8e-05 eV
explicit band, worst barrier error 3.0e-05 eV
barrier with warm electrons        0.1428 eV
warm zero-width limit, lam/4-kTln2 0.2322 eV
finite band half-width D           5.0 eV
barrier with finite band           0.1501 eV
slow solvent quantum               0.010 eV
  hbar*speed/width^2               0.227
  energy lost per crossing         0.0113 eV
fast solvent quantum               0.060 eV
  hbar*speed/width^2               1.360
  energy lost per crossing         0.0680 eV
barrier/solvent frequency ratio    2.317
barrier quantum/kT, slow           0.902
barrier quantum/kT, fast           5.410
tunnelling factor, slow            1.035
spin channel ratio, empty/filled   1.9994
extra lowering by spin, estimate   0.037 eV
all good
```
